# Koopmans-Compliant Exact-Exchange Mixing for a Defect Level in an Oxide

## Problem

A defect in NiO, an oxide used in resistive memory, has one localized orbital in the band gap. The orbital can hold one electron (filled) or none (emptied). Its eigenvalue is computed in both charge states with a hybrid functional in which a fraction $\alpha$ of semilocal exchange is replaced by exact exchange. The gap between the two eigenvalues is

$$
\Delta(\alpha)=\varepsilon_{\rm filled}(\alpha)-\varepsilon_{\rm emptied}(\alpha),
$$

with $\Delta(0)=1.2$ eV and $\Delta(0.25)=0.2$ eV. These values are data of the exercise, not computed results for a particular NiO defect. Both eigenvalues refer to the same frozen positions of the nuclei and the same zero of potential, and both have been corrected for the periodic images of the charged defect.

(a) Show how the eigenvalues are related to the energy of adding the electron, and state the condition that makes the functional Koopmans-compliant for this orbital.

(b) Assuming that $\Delta$ is linear in $\alpha$, find the mixing $\alpha_K$ that meets the condition. Explain physically why it is less than one.

(c) How far do errors in the data, or a curvature of $\Delta(\alpha)$, move the answer?

(d) What would the mixing be if the data had not been corrected for images, or if each charge state had been relaxed separately? Use a cubic cell of side $L=0.84$ nm, an electronic dielectric constant $\epsilon_\infty=5.7$ and a relaxation energy $\lambda=0.3$ eV.

(e) At $\alpha=0.25$ the filled eigenvalue is used to find the trap depth. By what factor is the thermal emission time wrong at 358 K, compared with the one from the addition energy at the same mixing?

## Solution

### (a) Eigenvalues and the addition energy

Let the defect orbital $\phi_d$ have occupation $f$ between 0 and 1, with all other occupations fixed. The energy is a functional of the density matrix $\gamma=\sum_i f_i|\phi_i\rangle\langle\phi_i|$, and its derivative is the one-electron operator $F$, with $F\phi_i=\varepsilon_i\phi_i$. Changing $f$ changes the occupation and also lets the orbitals relax:

$$
\frac{dE}{df}=\langle\phi_d|F|\phi_d\rangle+\sum_i f_i\left(\Big\langle\frac{d\phi_i}{df}\Big|F\Big|\phi_i\Big\rangle+\Big\langle\phi_i\Big|F\Big|\frac{d\phi_i}{df}\Big\rangle\right).
$$

Since $F\phi_i=\varepsilon_i\phi_i$, each bracket equals $\varepsilon_i\,d\langle\phi_i|\phi_i\rangle/df$. This vanishes because the orbitals stay normalized. What remains is Janak's relation,

$$
\frac{dE}{df}=\varepsilon(f),\qquad E(1)-E(0)=\int_0^1\varepsilon(f)\,df .
$$

Suppose first that the eigenvalue is linear in the occupation, $\varepsilon(f)=\varepsilon_{\rm emptied}+\Delta f$. Then

$$
E(1)-E(0)=\varepsilon_{\rm emptied}+\frac{\Delta}{2}=\varepsilon_{\rm filled}-\frac{\Delta}{2}.
$$

The addition energy lies midway between the two eigenvalues. The curvature of the energy is $d^2E/df^2=\Delta$. A positive gap therefore means a convex $E(f)$, which favours spreading a charge over several sites in fractions. A negative gap means a concave $E(f)$, which favours whole charges on single sites too strongly.

Koopmans compliance requires the eigenvalue to equal the addition energy in both charge states:

$$
\varepsilon_{\rm filled}=E(1)-E(0)=\varepsilon_{\rm emptied}
\quad\Longrightarrow\quad \Delta(\alpha_K)=0 .
$$

The converse needs the linearity in $f$. If instead $\varepsilon(f)=\varepsilon_{\rm emptied}+\Delta f+c f(1-f)$, integration adds $c\,(1/2-1/3)=c/6$ to the addition energy. At $\Delta=0$ the two eigenvalues then agree with each other but differ from the addition energy by $-c/6$. Closing the gap removes the leading error and can leave this smaller one.

### (b) The mixing

At fixed orbitals the hybrid energy is linear in the mixing,

$$
E_\alpha=E_{\alpha=0}+\alpha\left(E_x^{\rm exact}-E_x^{\rm semilocal}\right),
$$

so its operator $F$, and the expectation value of $F$ in the defect orbital, are linear too. Relaxation of the orbitals with $\alpha$ bends the line, which is why linearity is an assumption here. Write $\Delta_0=\Delta(0)$, $\alpha_1=0.25$ and $\Delta_1=\Delta(\alpha_1)$. The line through the two data is

$$
\Delta(\alpha)=\Delta_0-\frac{\Delta_0-\Delta_1}{\alpha_1}\,\alpha .
$$

Setting it to zero and solving for $\alpha$ gives

$$
\alpha_K=\frac{\alpha_1\Delta_0}{\Delta_0-\Delta_1}
=\frac{0.25\times1.2}{1.2-0.2}=0.30 .
$$

The Koopmans-compliant mixing is 30 percent. The slope is $-1.0/0.25=-4.0$ eV per unit mixing, so the 0.2 eV left at 25 percent needs a further $0.2/4.0=0.05$. If $\Delta_1\to0$, the formula returns $\alpha_1$, as it must. If $\Delta_1\to\Delta_0$, exact exchange has no effect on the gap and no finite mixing closes it.

**Why less than one.** Let $J$ be the Coulomb energy integral of the defect orbital with itself. At frozen orbitals the Hartree energy contains $\tfrac12 f^2J$, which contributes $+J$ to $d^2E/df^2$. Exact exchange contains $-\tfrac12f^2J$ and contributes $-\alpha J$. Semilocal exchange contributes $-(1-\alpha)K$, where $K$ is the size of its own second derivative. Leaving out the correlation term, the frozen curvature is

$$
J-\alpha J-(1-\alpha)K=(1-\alpha)(J-K).
$$

When the other electrons are allowed to respond, the curvature cannot rise. The relaxed energy lies at or below the energy computed with orbitals frozen at some $f_0$, and the two curves touch at $f_0$ with the same slope. Let relaxation lower the curvature by $R\ge0$. Then

$$
\Delta(\alpha)\approx(1-\alpha)(J-K)-R,\qquad
\alpha_K\approx1-\frac{R}{J-K}.
$$

If $J$, $K$ and $R$ do not depend on $\alpha$, the slope gives $J-K=4.0$ eV and the gap at zero mixing gives $R=4.0-1.2=2.8$ eV. Then $\alpha_K=1-2.8/4.0=0.30$, the same line read in another way. Without electronic screening ($R=0$) full exact exchange would be needed. The stronger the screening, the smaller the fraction, with $J-K$ held fixed.

**A self-consistent test of the assumptions.** The relations can be tried on a chain of 13 sites with spinless electrons, which represents no material. The defect site, at 0 eV, is in the centre, and positions are counted from it, from $-6$ to $6$. Cations at $+4$ eV occupy the odd positions and anions at $-4$ eV the other even ones, with hopping amplitude $-0.7$ eV between neighbours. Sites $i$ and $j$ at distance $d_{ij}$ interact through $v_{ij}=4/\sqrt{1+d_{ij}^2}$ eV. With site populations $n_i=\gamma_{ii}$ and $\delta n_i$ their deviations from one on the anions and the defect and zero on the cations, the interaction energy in eV is

$$
\tfrac12\sum_{ij}v_{ij}\,\delta n_i\delta n_j-\tfrac{1.3}{2}\,\delta n_d^2-(1-\alpha)\sum_i n_i^2-\tfrac{\alpha}{2}\sum_{ij}v_{ij}\gamma_{ij}^2 .
$$

The terms are the Hartree energy, a polarizable surrounding of the defect site, a local exchange energy and exact exchange. Six orbitals are full and the seventh, the defect orbital, has occupation $f$.

At $f=0.5$ and mixings 0, 0.25 and 0.6, the eigenvalue agrees with the numerical slope of the total energy to $2\times10^{-8}$ eV, as Janak's relation requires. At zero mixing the levels are $-2.097$ eV (filled) and $-2.924$ eV (emptied), and the addition energy is $-2.499$ eV. The midpoint of the levels misses it by 0.012 eV, while the filled level alone misses it by 0.40 eV.

The chain's gap is 0.826 eV at zero mixing and 0.319 eV at 0.25. The two-point formula gives $\alpha_K=0.4071$, and the root of the fully self-consistent gap is 0.4070. Orbital relaxation thus hardly bends the line in this model. The test is a mild one, because nearly all the screening comes from the polarizable surrounding, whose strength is fixed and does not depend on the mixing. Relaxation of the chain's own orbitals lowers the curvature by only a few hundredths of an eV. In NiO the other electrons supply the screening, and the line may bend more. At the root the common level differs from the addition energy by $-0.009$ eV, a remainder of the kind $-c/6$ found in part (a). Every interaction in the chain is quadratic in the density matrix, so $\varepsilon(f)$ is exactly linear at frozen orbitals and this remainder comes only from the change of the orbitals with $f$. A real semilocal exchange energy is not quadratic in the density and can leave a larger remainder. If the polarizable surrounding is removed at this same mixing, with all other parameters held fixed, a positive gap of 1.21 eV reappears. The mixing that suited the screened defect is then too small, as the estimate with $R$ predicts.

### (c) Sensitivity

Differentiate the formula for $\alpha_K$ with respect to each datum:

$$
\frac{\partial\alpha_K}{\partial\Delta_0}
=\alpha_1\frac{(\Delta_0-\Delta_1)-\Delta_0}{(\Delta_0-\Delta_1)^2}
=-\frac{\alpha_1\Delta_1}{(\Delta_0-\Delta_1)^2}=-0.05\ \text{eV}^{-1},
$$

$$
\frac{\partial\alpha_K}{\partial\Delta_1}
=\frac{\alpha_1\Delta_0}{(\Delta_0-\Delta_1)^2}=0.30\ \text{eV}^{-1}.
$$

The datum nearer the crossing matters six times as much, since the ratio of the two sizes is $\Delta_0/\Delta_1$. Raising $\Delta_1$ by 0.05 eV moves the mixing to 0.316, and raising $\Delta_0$ by the same amount moves it to 0.298. An error $s$ common to both gaps leaves the slope unchanged and shifts the mixing by the sum of the two effects, $0.25\,s$ with $s$ in eV.

To see the effect of curvature, add a term that vanishes at both data points:

$$
\Delta(\alpha)=1.2-4.0\,\alpha+\kappa\,\alpha(\alpha-0.25)\quad\text{(in eV)}.
$$

At $\alpha=0.30$ the new term is $\kappa\times0.30\times0.05=0.015\,\kappa$. Dividing by the slope gives a shift of about $0.004$ for $\kappa=1$ eV. The full roots are 0.304 for $\kappa=+1$ eV and 0.297 for $\kappa=-1$ eV. The shift is small because the crossing lies close to the second datum. Since 0.30 is outside the interval of the data, a third calculation at that mixing is the direct way to confirm it.

### (d) Uncorrected data

**Periodic images.** A cell with net charge $qe$ is repeated periodically together with a uniform neutralizing background. For a localized charge in a cubic cell, the images and the background produce at the charge the potential $-Mqe/(4\pi\epsilon_0\epsilon_\infty L)$, where $M=2.837$ is the Madelung constant. The electronic dielectric constant enters because the nuclei are frozen. The interaction energy is half of charge times potential:

$$
E_{\rm image}=-\frac{A q^2}{2},\qquad
A=\frac{M e^2}{4\pi\epsilon_0\epsilon_\infty L}.
$$

This is the leading order in $1/L$, valid for a charge much smaller than the cell. For a Gaussian charge of standard deviation 0.1 nm along each axis, screened by the same constant, the value of $A$ found below would fall by about 0.05 eV. Adding an electron lowers $q$, so $dq=-df$, and by Janak's relation the eigenvalue shifts by

$$
\frac{dE_{\rm image}}{df}=-\frac{dE_{\rm image}}{dq}=+Aq .
$$

If the filled defect has charge $q$, the emptied one has $q+1$. The raw gap is therefore

$$
\Delta_{\rm raw}=\Delta+Aq-A(q+1)=\Delta-A ,
$$

too small by $A$ whatever the starting charge. With $e^2/(4\pi\epsilon_0)=1.44$ eV nm,

$$
A=\frac{2.837\times1.44}{5.7\times0.84}\ \text{eV}=0.85\ \text{eV}.
$$

Had the given gaps been raw, the true ones would be 0.85 eV larger at both mixings, if $\epsilon_\infty$ is taken as the same for both. The slope stays at $-4.0$ eV, and

$$
\alpha_K=\frac{1.2+0.85}{4.0}=0.51 .
$$

The assumption of a common $\epsilon_\infty$ matters, because semilocal functionals give NiO a much smaller band gap and a larger dielectric constant than hybrids do. If $\epsilon_\infty$ were 8 or 12 at zero mixing and 5.7 at 0.25, the two corrections would differ, the slope would flatten to $-3.0$ or $-2.2$ eV, and $\alpha_K$ would be 0.60 or 0.73. In this cell, with $\epsilon_\infty=5.7$, the correction is about 0.7 of the given gap at zero mixing and about four times the given gap at 25 percent. It falls as $1/L$, so a moderately larger cell does not make it negligible.

**Separate relaxation.** Let $x$ be a dimensionless displacement of the nuclei, coupled linearly to the charge of the defect:

$$
E(f,x)=E_{\rm el}(f)+\lambda x^2-2\lambda(1-f)x .
$$

Setting $\partial E/\partial x=0$ gives $x=1-f$. The filled defect relaxes to $x=0$ and the emptied one to $x=1$, where it gains the energy $\lambda$. The eigenvalue is

$$
\varepsilon=\frac{\partial E}{\partial f}=\varepsilon_{\rm el}(f)+2\lambda x ,
$$

so relaxing the emptied defect raises its eigenvalue by $2\lambda=0.6$ eV and makes the raw gap too small by that amount. If the data contained this error at both mixings, with the same $\lambda$, the frozen-geometry answer would be

$$
\alpha_K=\frac{1.2+0.6}{4.0}=0.45 .
$$

Both errors have the same sign. Each makes a functional look closer to compliance than it is if the true gap is larger than half the error. A smaller positive gap is turned into a negative one of larger size: a true gap of 0.2 eV would appear as $-0.65$ eV without the image correction.

### (e) Emission time

At $\alpha=0.25$ the remaining gap is 0.2 eV. By part (a), with $\varepsilon$ linear in $f$, the filled eigenvalue lies 0.1 eV above the addition energy. Compared with the depth from that addition energy, the depth of the trap below the conduction band is then 0.1 eV too small. For emission over a barrier equal to this depth, the time is proportional to $\exp(\text{depth}/k_BT)$. With $k_BT=0.0309$ eV at 358 K (85 °C), and with the band edge, the prefactor and the relaxation energy held fixed, the error factor is

$$
\exp\left(\frac{0.10}{0.03085}\right)\approx26 .
$$

The emission time from the filled eigenvalue is about 26 times shorter than the one from the addition energy at the same mixing. If $\varepsilon(f)$ is curved as in part (a), the offset is $\Delta/2-c/6$ instead of $\Delta/2$, and a remainder of only 0.03 eV changes the factor by about 2.6 in either direction, so 26 gives the order of magnitude only. A gap that looks modest on the scale of electronic-structure errors therefore has a large effect on how long the trap is predicted to hold its electron. This factor need not be the whole error, because the addition energy can itself change with the mixing. In the chain of part (b) it falls by 0.41 eV between zero mixing and the root. A final trap depth should therefore be computed at $\alpha_K$, not corrected by half the gap at another mixing. The retention time of a NiO resistive memory is a different quantity: it is usually limited by the stability of a conducting filament, not by emission from a single trap.

### The numbers beside real NiO

The lattice constant of 0.42 nm behind the 64-atom cell and the dielectric constant of 5.7 are rough typical values for NiO. The relaxation energy is an assumed round value. The mixing of 0.30 belongs to this orbital and this set of data. Nothing in the condition $\Delta=0$ involves the band edges, so the same mixing need not reproduce the band gap of NiO, and an error in the band edge enters the trap depth directly. A working memory cell also breaks the assumption of frozen nuclei: after the trap changes its charge, the lattice relaxes. For $\lambda=0.3$ eV this moves the level by 0.6 eV between the two relaxed geometries. That shift is physical and belongs in a model of capture and emission, but it must be kept out of the gap used to fix $\alpha_K$. The numerical output lists the values used here.

## Numbers as computed

```
EXERCISE
gap without exact exchange: 1.20 eV
gap at mixing 0.25: 0.20 eV
slope of gap per unit mixing: -4.00 eV
Koopmans mixing: 0.3000 = 30.0 percent
sensitivity to first gap: -0.050 per eV
sensitivity to second gap: 0.300 per eV
gap error tried: 0.05 eV
mixing, first gap raised by it: 0.2976
mixing, second gap raised by it: 0.3158
mixing, curvature coefficient +1 eV: 0.3041
mixing, curvature coefficient -1 eV: 0.2965
NEGLECTED EFFECTS, ROUGH NiO VALUES
lattice constant: 0.42 nm; cell side: 0.84 nm
electronic dielectric constant: 5.7
Madelung constant, Ewald: 2.83730; direct: 2.83734
image energy of unit charge: -0.427 eV
raw gap too small by images: 0.853 eV
mixing if data lacked image correction: 0.513
assumed relaxation energy: 0.30 eV
raw gap too small by relaxation: 0.600 eV
mixing if data were separately relaxed: 0.450
temperature: 358 K; kT: 0.03085 eV
half gap at mixing 0.25: 0.10 eV
emission-time factor from half gap: 25.6
SELF-CONSISTENT MODEL CHAIN
largest Janak error: 2.2e-08 eV
gap at mixing 0: 0.8263 eV
gap at mixing 0.25: 0.3189 eV
mixing from two-point formula: 0.4071
mixing from self-consistent root: 0.4070
mixing 0, total-energy difference: -2.4986 eV
mixing 0, filled level: -2.0972 eV
mixing 0, emptied level: -2.9235 eV
mixing 0, midpoint minus total: -0.0118 eV
mixing 0, filled minus total: 0.4014 eV
at root, total-energy difference: -2.9134 eV
at root, common level: -2.9226 eV
at root, level minus total: -0.0092 eV
gap at root mixing, no screening: 1.2093 eV
```
